Why Unresolved Infrared Lines Make Absorbance Nonlinear in Precursor Concentration

An infrared monitor on a precursor delivery line is calibrated at low concentration, where absorbance rises in proportion to pressure. The same proportionality is then used at higher concentration. In the model worked out below, a true precursor pressure of 10 Torr is reported as 2.1 Torr. The gas has done nothing unusual: at every single frequency it obeys the Beer-Lambert law. The error arises because the instrument averages transmitted light over a band wider than the absorption line, and the logarithm is taken afterwards.

**What the instrument averages**

Atomic units are used in the algebra, so ħ = 1 and ω is both angular frequency and photon energy. Let n be the number density of the precursor, L the optical path and N = nL the column density. At fixed temperature and total pressure, take the cross section σ(ω) to be independent of N. Monochromatic light is then transmitted with probability

exp[−Nσ(ω)],

and its absorbance, with natural logarithms, is Nσ(ω), which is linear in N.

A low-resolution instrument records one signal for a whole band. Divide it by the signal without precursor. The result is

T(N) = ∫ w(ω) exp[−Nσ(ω)] dω,  ∫ w(ω) dω = 1.

The weight w contains the source spectrum, the detector response and the passband. For a slit or a filter, w ≥ 0. The apparent absorbance is A = −ln T.

Had the instrument averaged the monochromatic absorbances, it would have found N∫wσ dω, a straight line. It averages transmittances instead, and the logarithm of an average is not the average of the logarithms.

To see the consequence, define the average over the light that survives the gas:

⟨f⟩_N = (1/T) ∫ w f exp(−Nσ) dω.

Each derivative with respect to N brings down a factor −σ, so T′ = −T⟨σ⟩_N and T″ = T⟨σ²⟩_N. Therefore

A′ = −T′/T = ⟨σ⟩_N,

A″ = −T″/T + (T′/T)² = −[⟨σ²⟩_N − ⟨σ⟩_N²].

The bracket is a variance. For w ≥ 0 it cannot be negative, and it vanishes only if σ has one value throughout the light that is detected. Apart from that case, A bends downward at every N.

The slope equation gives the physical reason. Light at the line centre is removed first. The light that remains lies mostly where the gas absorbs weakly, so the next molecule added finds a smaller mean cross section than the one before it. Each molecule keeps its cross section; the spectrum of the light reaching it has changed.

**One line in a rectangular band**

Let δ = ω − ω₀ be the detuning from a Lorentzian line of area S and half width at half maximum γ:

σ(δ) = (S/π) γ/(δ² + γ²).

Its peak value is S/(πγ), so the true optical depth at line centre is τ₀ = NS/(πγ). Let the passband be rectangular, of full width Δ, and centred on the line, so that w = 1/Δ for |δ| < Δ/2.

At small N, the two derivatives at N = 0 give

A = N⟨σ⟩₀ − (N²/2)[⟨σ²⟩₀ − ⟨σ⟩₀²] + …

The mean follows from the integral of a Lorentzian:

⟨σ⟩₀ = (1/Δ) ∫ σ dδ = (2S/πΔ) arctan(Δ/2γ),

which tends to S/Δ when Δ ≫ γ. In the same limit the mean square can be integrated over all δ, because σ² falls as δ⁻⁴. With δ = γ tan φ,

∫ dδ/(δ² + γ²)² = γ⁻³ ∫ cos²φ dφ = π/(2γ³),

where φ runs from −π/2 to π/2. Hence

⟨σ²⟩₀ ≈ (1/Δ)(S²γ²/π²)(π/2γ³) = S²/(2πγΔ).

The fractional shortfall below the initial straight line is N times the variance divided by 2⟨σ⟩₀:

1 − A/(N⟨σ⟩₀) ≈ (N/2)[S/(2πγ) − S/Δ] = (τ₀/4)(1 − 2πγ/Δ).

Replacing ⟨σ⟩₀ by S/Δ has dropped a smaller term, +4γ/(πΔ), from the last bracket; it is about 0.02 for the numbers used below.

The shortfall is governed by the depth at the unresolved line centre. The apparent absorbance, about NS/Δ, is smaller than τ₀ by the factor πγ/Δ. A small reading is therefore no evidence of linear response.

**From linear growth to a square root**

For larger N the absorbed light can be found in closed form. Define the equivalent width

W(N) = ∫ [1 − exp(−Nσ)] dδ,

with δ running from −∞ to ∞. It is the width of a completely black rectangle that would remove the same amount of light. Differentiate:

dW/dN = ∫ σ exp(−Nσ) dδ.

Substitute δ = γ tan(θ/2), with θ from −π to π. Then δ² + γ² = γ²/cos²(θ/2) and dδ = (γ/2) dθ/cos²(θ/2), so

σ dδ = (S/2π) dθ,

Nσ = τ₀ cos²(θ/2) = x(1 + cos θ),  x = τ₀/2.

The modified Bessel function I₀(x) is the average of exp(−x cos θ) over a full turn of θ. Therefore

dW/dN = S e⁻ˣ I₀(x).

Since N = 2πγx/S, this becomes dW/dx = 2πγ e⁻ˣ I₀(x). Its integral, with W(0) = 0, is

W = 2πγ x e⁻ˣ [I₀(x) + I₁(x)].

To confirm it, use I₀′ = I₁ and I₁′ = I₀ − I₁/x. The derivative of x e⁻ˣ(I₀ + I₁) is

e⁻ˣ[(I₀ + I₁) − x(I₀ + I₁) + x(I₁ + I₀ − I₁/x)] = e⁻ˣ I₀,

as required.

For x ≪ 1, I₀ → 1 and I₁ → 0, so W → 2πγx = NS. For x ≫ 1, both Bessel functions approach eˣ/√(2πx), and

W → 2πγx · 2/√(2πx) = 2γ√(2πx) = 2√(NSγ).

The square root has a simple origin. Once the centre is black, more gas can remove light only at the edges of the black region. An edge lies where Nσ ≈ 1. In the wings σ ≈ Sγ/(πδ²), so the edge is at δ ≈ √(NSγ/π) and moves outward as √N.

The finite band does not see the wings beyond ±Δ/2. If the gas is optically thin there, and γ ≪ Δ, the part of W outside the band is

R ≈ 2 ∫ NSγ/(πδ²) dδ = 4NSγ/(πΔ),

with the integral taken from Δ/2 to ∞. The measured quantities are then

T ≈ 1 − y,  y = (W − R)/Δ,  A ≈ −ln(1 − y).

The square root belongs to W. The apparent absorbance in the finite band only comes near it: with the numbers used below, its local exponent stays above one half and rises again as N grows. At extreme N, the surviving light collects at the band edges, where σ has its smallest value σₑ. Close to an edge σ rises linearly with distance into the band, so integrating exp(−Nσ) gives T proportional to exp(−Nσₑ)/N. The slope is A′ ≈ σₑ + 1/N. At an edge depth Nσₑ = 300 this predicts a slope of 1.0033 σₑ, and direct integration gives the same figure. The response is nearly straight again, but with a slope far below the initial one. This limit lies well outside the pressures considered here.

**Numbers for a delivery line**

Take rough values in the regime of ammonia, used as a nitrogen precursor and carried in nitrogen: temperature 300 K, total pressure 100 Torr, path 1.0 × 10⁹ Å, photon energy 0.118 eV, γ = 1.5 × 10⁻⁶ eV and S = 5.0 × 10⁻⁷ Å² eV. The passband is Δ = 1.0 × 10⁻⁴ eV, about 67 times γ.

The peak cross section is

S/(πγ) = 5.0 × 10⁻⁷/(π × 1.5 × 10⁻⁶) = 0.106 Å².

The ideal-gas law gives N = 32.2 Å⁻² at a precursor pressure of 1 Torr, hence τ₀ = 32.2 × 0.106 = 3.4. The band-mean cross section is only 0.004905 Å², so the linear prediction for the absorbance is 32.2 × 0.004905 = 0.158. Integration over the band gives 0.091.

With temperature, total pressure and γ held fixed, the readings are:

0.01 Torr: τ₀ = 0.034, A = 0.0016, reported 0.0099 Torr
0.1 Torr: τ₀ = 0.34, A = 0.0146, reported 0.093 Torr
1 Torr: τ₀ = 3.4, A = 0.091, reported 0.57 Torr
10 Torr: τ₀ = 34, A = 0.326, reported 2.1 Torr

"Reported" means the pressure inferred from the initial slope. The shortfall reaches 5% at 0.0665 Torr, where the apparent absorbance is only 0.010 and τ₀ = 0.227. The small-N law gives (0.227/4)(1 − 0.094) = 0.051 there. The closeness is partly a cancellation: with the exact variance the first-order shortfall is 0.053, and higher orders in τ₀ bring it down to 0.050. With this line and passband, an instrument that sees 1% of its light absorbed is already 5% wrong.

At 10 Torr the closed form can be followed by hand. The equivalent width is 3.084 × 10⁻⁵ eV, close to its square-root limit of 3.107 × 10⁻⁵ eV. The wings outside the band account for R = 0.307 × 10⁻⁵ eV. Thus y = 0.2777 and A = −ln(0.7223) = 0.3253, against 0.3256 from direct integration.

The local exponent d ln A/d ln N at this pressure is 0.537, not 0.5. Differentiating A = −ln(1 − y) gives

d ln A/d ln N = [y/((1 − y)A)] · d ln y/d ln N.

The first factor is 0.2777/(0.7223 × 0.3253) = 1.18, so the exponent of y itself is about 0.45. That is below one half because R, which grows in proportion to N, is subtracted from W. The logarithm more than makes up for it.

The exponent also sets the cost in precision. Because A′ = ⟨σ⟩_N is positive when w ≥ 0, A still determines N uniquely, and a curved calibration can recover the pressure. But a 1% error in A becomes an error of 1/0.537, or about 1.9%, in N at 10 Torr.

**What restores linearity, and what does not**

Keep the gas at 10 Torr and change only the passband. The ratio of A to its own initial straight line is 1.0000 for Δ/γ = 0.02, 0.937 for Δ/γ = 1, 0.303 for Δ/γ = 10 and 0.206 for Δ/γ = 67. A band much narrower than the line samples almost a single cross section, and the Beer-Lambert law reappears in the calculated absorbance. At 10 Torr a real detector could not make use of this at the line centre: the depth there is 34, so only about 10⁻¹⁵ of the light is transmitted, and stray light of 1% would hold the reading near 4.6. A usable narrow-band measurement also needs a moderate depth, obtained for example with a shorter path.

Making the band still wider does not help, although the reading becomes small. For Δ → ∞ at fixed N, A → W/Δ while the linear prediction tends to NS/Δ. Their ratio is W/(NS), which here is 3.08 × 10⁻⁵/(322 × 5.0 × 10⁻⁷) = 0.19. The curvature is then entirely that of the equivalent width.

Broadening the line does help. At 1 Torr, with N, S and Δ fixed, a fivefold larger γ raises the ratio from 0.575 to 0.896. By the arctangent formula, the initial slope falls by only about 8%. The weak-absorption signal is nearly the same, but it is spread over a line whose peak depth is five times smaller. Where collisions dominate the width, more carrier gas at the same precursor partial pressure acts in this direction. A shorter path also lowers τ₀, at the price of signal.

**When the sign of the curvature can change**

The proof of downward curvature needs w ≥ 0. A Fourier-transform spectrometer without apodization has a sinc response, which has negative lobes. Suppose a narrow line falls in such a lobe, where w = −|w₀|. Then T ≈ 1 + |w₀|W and A ≈ −ln(1 + |w₀|W), which is negative. Writing D = 1 + |w₀|W,

A″ = −|w₀|W″/D + (|w₀|W′/D)².

Since W″ = −∫σ² exp(−Nσ) dδ is negative, both terms are positive and A bends upward. For a sinc response with zeros spaced by 1.0 × 10⁻⁴ eV, and the line 1.43 spacings from the centre, the model at 1 Torr gives A = −0.017; the narrow-line formula, which ignores the change of w across the wings of the line, gives −0.019. The second difference between 0.5, 1 and 1.5 Torr is +0.0019. The response is still nonlinear, but the rule about its sign no longer holds. Triangular apodization gives a sinc² response, which is non-negative, and the rule returns.

**The model beside a real gas line**

The parameters have the rough size expected for a strong ammonia line, but a single line is a simplification, and the passband is narrow for a low-resolution monitor. A wider band would take in more lines. Two lines, each of area S, placed 4 × 10⁻⁵ eV apart within the present band give a ratio of 0.232 at 10 Torr, instead of 0.206, so the nonlinearity remains.

The assumption that σ does not depend on N also becomes less accurate as the concentration rises. If ammonia broadens its own line four times as effectively as the carrier does, an assumed rough value, A rises by 1.1% at 1 Torr and by 15% at 10 Torr. This offsets a small part of the shortfall, and it is a true departure from the monochromatic law. Doppler broadening, with a half width of 1.8 × 10⁻⁷ eV, changes A by about 0.1% or less at these two pressures. With the original passband, stray light amounting to 1% of the signal without precursor lowers A by about 1% at the same two pressures. It also lowers A by 1.0% at 0.01 Torr, so a low-concentration calibration absorbs most of this shift.

At this photon energy, a black body at the gas temperature has 2.2% of the radiance of an assumed 1200 K source. If the thermal emission of the gas is not rejected by modulating the source, it adds 0.022(1 − T) to the transmittance, which lowers A by about 2.6% at 10 Torr. It already lowers A by 2.2% at 0.01 Torr, so most of this shift too is absorbed in the initial slope. Stimulated emission reduces the absorption by about 1.0%; at fixed temperature this factor belongs to S and causes no curvature.

Temperature also matters for calibration. Heating to 350 K at a fixed partial pressure of 1 Torr lowers A by about 18%. This estimate assumes a rigid-rotor population with a lower level at 0.020 eV, a fixed vibrational population, and a collision width proportional to the inverse square root of temperature. The figure depends strongly on the lower level: it is about 23% for a level at 0.005 eV and about 9% for one at 0.050 eV. A curved calibration should therefore be used only under the conditions at which it was made. These include the temperature, total pressure, carrier gas, path and passband, as well as the position of the passband relative to the line. At 10 Torr, for example, moving the passband by 3 × 10⁻⁵ eV from the line centre lowers A by about 7%.

Numbers as computed

```
temperature 300 K; total pressure 100 Torr
path 1.0e+09 angstrom; photon energy 0.118 eV
Lorentz half width gamma 1.50e-06 eV; passband 1.00e-04 eV
line area S 5.00e-07 angstrom^2 eV; mass 17.031 u
passband/gamma 66.7
peak cross section 0.1061 angstrom^2
band-mean cross section 0.004905 angstrom^2
band-edge cross section 9.541e-05 angstrom^2
absorbances are natural-log and dimensionless
true pressure 0.01 Torr: column 0.3219 angstrom^-2, peak depth 0.03415
  apparent A 0.00157, linear prediction 0.00158, ratio 0.9921
  pressure from linear calibration 0.009921 Torr, exponent 0.992
true pressure 0.1 Torr: column 3.219 angstrom^-2, peak depth 0.3415
  apparent A 0.01463, linear prediction 0.01579, ratio 0.9266
  pressure from linear calibration 0.09266 Torr, exponent 0.927
true pressure 1 Torr: column 32.19 angstrom^-2, peak depth 3.415
  apparent A 0.09074, linear prediction 0.15787, ratio 0.5748
  pressure from linear calibration 0.5748 Torr, exponent 0.622
true pressure 10 Torr: column 321.9 angstrom^-2, peak depth 34.15
  apparent A 0.32556, linear prediction 1.57869, ratio 0.2062
  pressure from linear calibration 2.062 Torr, exponent 0.537
5% shortfall reached at 0.0665 Torr
  there: apparent A 0.00997, peak depth 0.2270
small-depth test, peak depth 0.004: shortfall 9.262e-04, law 9.058e-04
equivalent width at 1 Torr 8.982e-06 eV
equivalent width at 10 Torr 3.084e-05 eV
square-root limit at 10 Torr 3.107e-05 eV
wing outside passband at 10 Torr 3.074e-06 eV
closed-form A at 10 Torr 0.32533
equivalent-width exponent at peak depth 400: 0.5006
extreme-column slope / band-edge cross section 1.0033
passband/gamma 0.02: A/linear prediction at 10 Torr 1.0000
passband/gamma 1.00: A/linear prediction at 10 Torr 0.9370
passband/gamma 10.00: A/linear prediction at 10 Torr 0.3031
passband/gamma 66.67: A/linear prediction at 10 Torr 0.2062
gamma five times larger, 1 Torr: A/linear prediction 0.8957
sinc negative lobe at 1 Torr: A -0.01732
  second difference, 0.5 Torr steps: 1.936e-03
Doppler half width 1.774e-07 eV
change of A at 1 Torr: Doppler +0.13%, self-broadening +1.14%, stray light -1.05%
change of A at 10 Torr: Doppler +0.03%, self-broadening +14.52%, stray light -1.18%
inputs: self/carrier broadening 4.0, stray fraction 0.01
two equal lines 4e-5 eV apart, 10 Torr: A/linear prediction 0.2324
gas/source thermal radiance 0.0224, source at 1200 K
stimulated-emission factor exp(-E/kT) 0.0104
change of A at 1 Torr on heating to 350 K: -18.41%
  lower-level energy used 0.020 eV
```
